# Node Dynamics of a Threading Dislocation Arm near Critical Thickness: test program

```python
"""
Result under test: a threading dislocation arm driven by resolved stress,
held back by line tension and by drag on its normal motion, settles into a
translating shape.  Its reduced speed u = B V/(tau b) obeys
    omega = [(pi/2 + asin u)/sqrt(1-u^2) - pi/2]/u,   omega = tau b w/E,
so the speed vanishes at omega = 1, the critical thickness of the model.
Symbols: tau resolved stress, b Burgers vector length, w film width measured
in the glide plane, E line tension = misfit line energy per length, B drag
coefficient, V speed along the interface, phi angle of the line to the
interface.  Reduced units: length R = E/(tau b), speed tau b/B, time B R^2/E.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw


# ---------- node model in reduced units ----------
def link_data(x, s):
    """Node forces, link stiffnesses and node drags of the polygon."""
    dx, ds = np.diff(x), np.diff(s)
    length = np.hypot(dx, ds)
    # 1 - cos(phi), written without cancellation for nearly flat links
    versine = np.where(dx > 0, ds**2 / (length * (length + np.abs(dx))),
                       1 - dx / length)
    force = np.zeros_like(x)
    force[:-1] += ds / 2 - versine
    force[1:] += ds / 2 + versine
    force[-1] -= 1.0
    drag = np.zeros_like(x)
    drag[:-1] += ds**2 / (2 * length)
    drag[1:] += ds**2 / (2 * length)
    return force, ds**2 / length**3, drag


def polygon_energy(x, s):
    """Arm length + misfit length - swept area, from the definition."""
    arm = np.sum(np.hypot(np.diff(x), np.diff(s)))
    area = np.sum((x[1:] + x[:-1]) / 2 * np.diff(s))
    return arm + x[0] - area


def advance(x, s, dt):
    """One implicit step, solved by Newton iteration with backtracking."""
    drag = link_data(x, s)[2]
    new = x.copy()
    for _ in range(300):
        force, stiff, _unused = link_data(new, s)
        residual = drag * (new - x) / dt - force
        bands = np.zeros((3, len(x)))
        bands[0, 1:] = -stiff
        bands[2, :-1] = -stiff
        bands[1] = drag / dt
        bands[1, :-1] += stiff
        bands[1, 1:] += stiff
        move = solve_banded((1, 1), bands, -residual)
        if np.max(np.abs(move)) < 1e-10:
            return new + move
        size, norm = 1.0, np.linalg.norm(residual)
        while size > 1e-8:
            trial = new + size * move
            trial_res = drag * (trial - x) / dt - link_data(trial, s)[0]
            if np.linalg.norm(trial_res) < norm:
                break
            size /= 2
        new = new + size * move
    raise RuntimeError("Newton iteration did not converge")


def settle(width, links=80, stretch=0.2, dt=0.02):
    """Evolve a quarter ellipse until all nodes share one velocity."""
    angle = np.pi / 2 * (np.arange(links + 1) / links)**2
    s = 2 * width * np.sin(angle / 2)**2
    x = stretch * width * np.sin(angle)
    history = []
    for _ in range(8000):
        new = advance(x, s, dt)
        velocity = (new - x) / dt
        history.append((velocity.max(), velocity.min()))
        x = new
        if np.ptp(velocity) < 1e-7:
            return velocity.mean(), x - x[0], s, np.array(history)
    raise RuntimeError("no steady shape reached")


# ---------- closed steady solution ----------
def width_from_speed(u):
    if abs(u) < 1e-4:
        return 1 + np.pi * u / 4 + 2 * u**2 / 3
    return ((np.pi / 2 + np.arcsin(u)) / np.sqrt(1 - u**2) - np.pi / 2) / u


def exact_speed(width):
    return brentq(lambda u: width_from_speed(u) - width, -0.95, 0.9999,
                  xtol=1e-13)


# ---------- film data: rough typical values, silicon-like ----------
shear, poisson, burgers = 64e9, 0.28, 0.384e-9        # Pa, -, m
misfit, temperature = 0.008, 823.0                    # -, K
mobility_prefactor, activation = 1e-2, 2.2            # m/(s Pa), eV
kT = const.k * temperature / const.e                  # eV
mobility = mobility_prefactor * np.exp(-activation / kT)
drag_coefficient = burgers / mobility                 # Pa s

stress = 2 * shear * (1 + poisson) / (1 - poisson) * misfit
lame = 2 * shear * poisson / (1 - 2 * poisson)
strain_normal = -2 * lame * misfit / (lame + 2 * shear)
hooke = lame * (2 * misfit + strain_normal) + 2 * shear * misfit
assert abs(hooke / stress - 1) < 1e-12

plane = np.array([1, 1, 1]) / np.sqrt(3)
slip = np.array([1, 0, -1]) / np.sqrt(2)
misfit_line = np.array([1, -1, 0]) / np.sqrt(2)
in_plane_normal = np.array([1, 1, 0]) / np.sqrt(2)
biaxial = np.diag([1.0, 1.0, 0.0])
schmid = abs(plane @ biaxial @ slip)
sin_inclination = np.sqrt(1 - plane[2]**2)
cos_character = abs(slip @ misfit_line)
edge_part = abs(slip @ in_plane_normal)
upright = np.cross(plane, misfit_line)
peach_koehler = np.cross(biaxial @ slip, upright) @ misfit_line
assert abs(abs(peach_koehler) - schmid) < 1e-12
assert abs(schmid / sin_inclination - edge_part) < 1e-12

tau = schmid * stress
free_speed = mobility * tau                           # m/s
energy_scale = shear * burgers**2 / (4 * np.pi) * (
    cos_character**2 + (1 - cos_character**2) / (1 - poisson))


def line_energy(h):
    return energy_scale * (np.log(h / burgers) + 1)


def reduced_width(h):
    return tau * burgers * (h / sin_inclination) / line_energy(h)


def critical_thickness(offset=1.0):
    scale = energy_scale / (stress * edge_part * burgers)
    argument = -burgers / scale * np.exp(-offset)
    return -scale * lambertw(argument, -1).real


# ---------- tests of forces and of the closed solution ----------
rng = np.random.default_rng(4)
s_test = np.array([0, 0.1, 0.3, 0.6, 1.0, 1.3])
x_test = np.cumsum(rng.uniform(-0.1, 0.4, 6))
for i in range(6):
    bump = np.zeros(6)
    bump[i] = 1e-5
    slope = (polygon_energy(x_test + bump, s_test)
             - polygon_energy(x_test - bump, s_test)) / 2e-5
    assert abs(slope + link_data(x_test, s_test)[0][i]) < 1e-8

for u in (-0.6, 0.3, 0.8):
    direct = quad(lambda p: np.sin(p) / (1 - u * np.sin(p)), 0, np.pi / 2)[0]
    drag_sum = quad(lambda p: np.sin(p)**2 / (1 - u * np.sin(p)),
                    0, np.pi / 2)[0]
    assert abs(direct - width_from_speed(u)) < 1e-9
    assert abs(u * drag_sum - (width_from_speed(u) - 1)) < 1e-9

# ---------- example film: convergence to the steady shape ----------
h_example = 20e-9
omega = reduced_width(h_example)
u_exact = exact_speed(omega)
mesh_errors = []
for links in (20, 40, 80):
    u_node, x_node, s_node, history = settle(omega, links)
    mesh_errors.append(abs(u_node - u_exact))
assert mesh_errors[2] < 1e-3
assert mesh_errors[0] / mesh_errors[1] > 3
assert mesh_errors[1] / mesh_errors[2] > 3

phi = np.linspace(0, np.pi / 2, 40001)
s_exact = cumulative_trapezoid(np.sin(phi) / (1 - u_exact * np.sin(phi)),
                               phi, initial=0)
x_exact = -np.log(1 - u_exact * np.sin(phi)) / u_exact
shape_error = np.max(np.abs(
    x_node - np.interp(np.sqrt(s_node), np.sqrt(s_exact), x_exact)))
assert shape_error < 3e-3

u_other, x_other, _s, _h = settle(omega, 80, stretch=2.0)
start_difference = np.max(np.abs(x_other - x_node))
assert abs(u_other - u_node) < 1e-6 and start_difference < 1e-5

late = history[25:]                                   # reduced time > 0.5
assert np.all(np.diff(late[:, 0]) < 1e-6)
assert np.all(np.diff(late[:, 1]) > -1e-6)
spread = history[:, 0] - history[:, 1]
settle_time = 0.02 * (1 + np.max(np.nonzero(spread > 0.01 * u_node)[0]) + 1)

# ---------- critical state: quarter circle and relaxation rate ----------
u_crit, x_crit, s_crit, hist_crit = settle(1.0, 80, stretch=1.2, dt=0.002)
circle_error = np.max(np.abs(np.hypot(x_crit, 1 - s_crit) - 1))
assert abs(u_crit) < 1e-6 and circle_error < 3e-3
spread_crit = hist_crit[:, 0] - hist_crit[:, 1]
decay_rate = np.log(spread_crit[249] / spread_crit[499]) / 0.5
assert abs(decay_rate - 8) < 0.2                      # time step costs ~1 %

# ---------- critical thickness from the moving nodes ----------
h_crit = critical_thickness()
h_crit_nodes = 1e-9 * brentq(
    lambda h: settle(reduced_width(h * 1e-9))[0], 10, 15, xtol=1e-5)
assert abs(h_crit_nodes - h_crit) < 1e-12
log_factor = 1 - 1 / (np.log(h_crit / burgers) + 1)
slope_formula = 4 / np.pi * log_factor
slope_nodes = settle(reduced_width(1.01 * h_crit))[0] / 0.01
assert abs(slope_nodes / slope_formula - 1) < 0.03


# ---------- neglected: line energy depending on character ----------
def anisotropic_width(u, shift):
    """Steady width when the Burgers vector lies at angle -shift to x."""
    norm = 1 - poisson * np.cos(shift)**2

    def energy(p):
        return (1 - poisson * np.cos(p + shift)**2) / norm

    def energy_slope(p):
        return poisson * np.sin(2 * (p + shift)) / norm

    def stiffness(p):
        return energy(p) + 2 * poisson * np.cos(2 * (p + shift)) / norm

    end = brentq(lambda p: energy(p) * np.cos(p)
                 - energy_slope(p) * np.sin(p), 0, np.pi)
    return quad(lambda p: np.sin(p) * stiffness(p) / (1 - u * np.sin(p)),
                0, end)[0]


character = np.arccos(cos_character)
aniso_speeds = []
for shift in (character, -character):
    assert abs(anisotropic_width(0.0, shift) - 1) < 1e-9
    aniso_speeds.append(brentq(
        lambda u: anisotropic_width(u, shift) - omega, 0.0, 0.98))

# ---------- other neglected effects ----------
h_small_core = critical_thickness(1 + np.log(2))
h_large_core = critical_thickness(1 - np.log(2))
surface_energy = 1.0                                  # J/m^2, rough
step_energy = surface_energy * burgers * abs(slip[2])
h_step = critical_thickness(1 + step_energy / energy_scale)
kink_height = burgers * np.sqrt(3) / 2
hop_work = u_exact * tau * burgers**2 * kink_height / const.e / kT
drift_factor = np.sinh(hop_work / 2) / (hop_work / 2)
kink_energy = 0.6                                     # eV, rough
kink_spacing = burgers * np.exp(kink_energy / kT)
slant = h_example / sin_inclination
radius = slant / omega
time_unit = radius / free_speed
hot = const.k * (temperature + 10) / const.e
heat_factor = np.exp(activation / kT - activation / hot)
growth_rate = 0.1                                     # nm/s, rough

# ---------- printed numbers ----------
nm = 1e9
print(f"shear modulus {shear/1e9:.0f} GPa, Poisson ratio {poisson:.2f}")
print(f"Burgers vector {burgers*nm:.3f} nm, misfit {100*misfit:.1f} %")
print(f"temperature {temperature:.0f} K, kT {kT:.4f} eV")
print(f"mobility prefactor {mobility_prefactor:.2g} m/(s Pa), "
      f"activation {activation:.1f} eV")
print(f"film stress {stress/1e9:.3f} GPa, Schmid factor {schmid:.4f}")
print(f"sine of plane inclination {sin_inclination:.4f}")
print(f"misfit line character {np.degrees(character):.1f} deg")
print(f"resolved stress {tau/1e6:.1f} MPa")
print(f"drag coefficient {drag_coefficient:.3e} Pa s")
print(f"free speed tau b/B {free_speed*nm:.1f} nm/s")
print(f"line energy prefactor {energy_scale*1e9:.4f} nN")
print(f"critical thickness, Lambert {h_crit*nm:.4f} nm")
print(f"critical thickness, nodes {h_crit_nodes*nm:.4f} nm")
print(f"slope du/d(h/hc): nodes {slope_nodes:.4f}, "
      f"formula {slope_formula:.4f}")
print(f"critical state: circle error {circle_error:.1e} w")
print(f"relaxation rate {decay_rate:.3f} E/(B w^2), theory 8")
print("h (nm), omega, speeds (nm/s): nodes, closed form, rigid arm")
for h in (11e-9, 14e-9, 20e-9, 30e-9):
    ratio = reduced_width(h)
    nodes, closed = settle(ratio)[0], exact_speed(ratio)
    assert abs(nodes - closed) < 1e-3
    assert (nodes > 0) == (h > h_crit)
    print(f"  {h*nm:.0f}  {ratio:.4f}  {nodes*free_speed*nm:.2f}  "
          f"{closed*free_speed*nm:.2f}  {(1-1/ratio)*free_speed*nm:.2f}")
print(f"example: h {h_example*nm:.0f} nm, slant width {slant*nm:.2f} nm")
print(f"line tension {line_energy(h_example)*1e9:.3f} nN, "
      f"R {radius*nm:.2f} nm, R/b {radius/burgers:.1f}")
print(f"reduced speed: nodes {u_node:.5f}, closed form {u_exact:.5f}")
print("speed errors, 20/40/80 links: "
      + ", ".join(f"{e:.2e}" for e in mesh_errors))
print(f"surface end leads by {x_node[-1]*radius*nm:.2f} nm (nodes), "
      f"{x_exact[-1]*radius*nm:.2f} nm (closed)")
print(f"largest shape error {shape_error*radius*nm:.4f} nm")
print(f"shape difference of two starts {start_difference*radius*nm:.1e} nm")
print(f"time unit {time_unit:.4f} s, velocity spread < 1 % after "
      f"{settle_time*time_unit:.3f} s")
print(f"film growth meanwhile at {growth_rate} nm/s: "
      f"{growth_rate*settle_time*time_unit:.4f} nm")
print("speed with character-dependent energy, two senses: "
      + ", ".join(f"{u*free_speed*nm:.1f}" for u in aniso_speeds) + " nm/s")
print(f"critical thickness, core cut-off b/2: {h_small_core*nm:.2f} nm, "
      f"2b: {h_large_core*nm:.2f} nm")
print(f"with surface step ({surface_energy:.0f} J/m^2): {h_step*nm:.2f} nm")
print(f"work per kink hop {hop_work:.2f} kT, "
      f"sinh drift factor {drift_factor:.3f}")
print(f"kink spacing at {kink_energy} eV per kink {kink_spacing*nm:.0f} nm, "
      f"slant width/spacing {slant/kink_spacing:.4f}")
print(f"speed factor for 10 K more {heat_factor:.3f}")
print("checks complete")
```

It prints:

```
shear modulus 64 GPa, Poisson ratio 0.28
Burgers vector 0.384 nm, misfit 0.8 %
temperature 823 K, kT 0.0709 eV
mobility prefactor 0.01 m/(s Pa), activation 2.2 eV
film stress 1.820 GPa, Schmid factor 0.4082
sine of plane inclination 0.8165
misfit line character 60.0 deg
resolved stress 743.2 MPa
drag coefficient 1.139e+06 Pa s
free speed tau b/B 250.6 nm/s
line energy prefactor 0.9700 nN
critical thickness, Lambert 12.4242 nm
critical thickness, nodes 12.4242 nm
slope du/d(h/hc): nodes 0.9798, formula 0.9888
critical state: circle error 1.0e-03 w
relaxation rate 7.930 E/(B w^2), theory 8
h (nm), omega, speeds (nm/s): nodes, closed form, rigid arm
  11  0.9101  -31.75  -31.75  -24.75
  14  1.0976  28.15  28.15  22.28
  20  1.4550  96.77  96.78  78.38
  30  2.0174  151.90  151.91  126.40
example: h 20 nm, slant width 24.49 nm
line tension 4.804 nN, R 16.83 nm, R/b 43.8
reduced speed: nodes 0.38611, closed form 0.38613
speed errors, 20/40/80 links: 2.66e-04, 6.67e-05, 1.67e-05
surface end leads by 21.26 nm (nodes), 21.27 nm (closed)
largest shape error 0.0191 nm
shape difference of two starts 7.8e-07 nm
time unit 0.0672 s, velocity spread < 1 % after 0.107 s
film growth meanwhile at 0.1 nm/s: 0.0107 nm
speed with character-dependent energy, two senses: 87.7, 101.3 nm/s
critical thickness, core cut-off b/2: 14.84 nm, 2b: 9.86 nm
with surface step (1 J/m^2): 13.41 nm
work per kink hop 1.24 kT, sinh drift factor 1.065
kink spacing at 0.6 eV per kink 1814 nm, slant width/spacing 0.0135
speed factor for 10 K more 1.451
checks complete
```
